# Lyapunov exponents of the Muthuswamy-Chua circuit and their volume check

Three Lyapunov exponents computed for a chaotic memristor circuit came out as $0.0415$, $0.0033$ and $-0.6007$. On each orbit their sum agreed with the time-averaged phase-space divergence to within $5\times10^{-8}$, and one of them was close to zero, as the theory of flows requires. Yet the spectrum is false: the largest exponent is about $0.03$. One entry of the Jacobian matrix had been omitted on purpose. Why did both checks pass, and which checks would have caught the fault?

## The circuit and its scaling

A capacitor $C_F$, an inductor $L_H$ and a memristive device form one series loop. Let $v$ be the capacitor voltage, $i$ the inductor current and $z$ the dimensionless internal state of the device, whose resistance is $\beta R_0(z^2-1)$. The capacitor law and Kirchhoff's voltage law give

$$C_F\frac{dv}{dt}=i,\qquad L_H\frac{di}{dt}=-v-\beta R_0(z^2-1)\,i .$$

Set $v=V_0x$, $i=I_0y$ with $V_0=R_0I_0$, and measure time in units of $t_0=R_0C_F$. The first equation becomes $x'=y$. Dividing the second by $V_0$ leaves the factor $L_HI_0/(V_0t_0)=L_H/(R_0^2C_F)$, called $L$, in front of $y'$. With the state equation of the device, and with a factor $C$ kept so that the capacitor can later be varied at fixed time unit,

$$x'=\frac yC,\qquad y'=-\frac{x+\beta(z^2-1)y}{L},\qquad z'=-y-\alpha z+yz. \tag{1}$$

The parameters are $C=1$, $L=3$, $\beta=3/2$, $\alpha=0.6$. Exponents are quoted per scaled time unit.

For $|z|<1$ the resistance is negative and the device feeds energy into the loop; for $|z|>1$ it absorbs energy. On the plane $z=1$ the state equation gives $z'=-y-\alpha+y=-\alpha<0$, whatever the current. An orbit that starts below this plane therefore stays below it, and absorbs energy only while $z<-1$. The computed orbits covered $-2.92<z<0.66$.

## Tangent integration with QR

Write (1) as $s'=f(s)$. A small displacement obeys $\delta s'=J\,\delta s$, with $J$ found by differentiating each line of (1):

$$J=\begin{pmatrix}0&1/C&0\\[2pt]-1/L&-\beta(z^2-1)/L&-2\beta zy/L\\[2pt]0&z-1&y-\alpha\end{pmatrix}. \tag{2}$$

The entry $-2\beta zy/L$ describes how a change of the device's state alters its voltage at given current. It is the one omitted in the opening example.

Let $\Phi_k$ be the tangent map over the $k$-th interval. Start from $Q_0=I$ and at the end of each interval factorize

$$\Phi_kQ_{k-1}=Q_kR_k, \tag{3}$$

with $Q_k$ orthogonal and $R_k$ upper triangular. Inserting (3) repeatedly gives

$$Y(T)=\Phi_N\cdots\Phi_2\Phi_1=\Phi_N\cdots\Phi_2Q_1R_1=\dots=Q_NR_N\cdots R_1 .$$

The diagonal of a product of triangular matrices is the product of their diagonals, and $Q_N$ preserves lengths and areas. Hence $\prod_k|R_{k,11}|$ is the stretching of the first tangent vector, and $\prod_k|R_{k,11}R_{k,22}|$ is that of the area spanned by the first two. The product of all three diagonals is the stretching of the volume. For a typical initial frame these three quantities grow at the rates $\lambda_1$, $\lambda_1+\lambda_2$ and $\lambda_1+\lambda_2+\lambda_3$, so

$$\lambda_j=\lim_{T\to\infty}\frac1T\sum_{k=1}^N\ln|R_{k,jj}| . \tag{4}$$

The existence of the limits is assumed; it holds for almost every orbit with respect to an invariant probability measure.

In practice the state and the three tangent vectors are advanced together by the classical fourth-order Runge-Kutta method, here with step $h=1/32$ and a QR step after each time unit. An initial stretch of $200$ time units is discarded to let the orbit settle and the frame align. The logarithms are then summed over $T=600$. This was done for 64 orbits started with $x$ between $0.05$ and $0.3$, $y=0$ and $z=0.1$.

## The sum of the exponents

Over a short time $dt$ the tangent matrix becomes $(I+J\,dt)Y$. To first order $\det(I+J\,dt)=1+\operatorname{tr}J\,dt$, so $d\ln|\det Y|/dt=\operatorname{tr}J$, and the trace of (2) is the divergence of $f$. Since $|\det Q_N|=1$,

$$\frac1T\sum_{k,j}\ln|R_{k,jj}|=\frac1T\int_0^T\Big[-\frac{\beta}{L}(z^2-1)-\alpha+y\Big]dt . \tag{5}$$

This holds at finite $T$ on each orbit, before any limit, apart from integration error.

The last term integrates at once. From $y=Cx'$,

$$\frac1T\int_0^Ty\,dt=\frac{C\,[x(T)-x(0)]}{T}, \tag{6}$$

which vanishes as $1/T$ on a bounded orbit. Therefore

$$\lambda_1+\lambda_2+\lambda_3=\frac{\beta}{L}\big(1-\langle z^2\rangle\big)-\alpha . \tag{7}$$

As $\langle z^2\rangle\ge0$, the sum cannot exceed $\beta/L-\alpha=0.5-0.6=-0.1$. Every bounded orbit of this circuit contracts volume on average, although the device is active for part of the time. If $\beta/L$ exceeded $\alpha$, this argument would no longer fix the sign.

The numbers can be followed by hand. The mean of $z^2$ over the 64 orbits is $0.90865$, so (7) gives

$$0.5\,(1-0.90865)-0.6=-0.55433 .$$

The mean end term (6) is $-0.00045$, which brings the total to $-0.55478$. The mean divergence and the sum of the QR exponents are both $-0.554775$. On a single orbit the end term may be larger: $x$ ranges over $4.17$ units, so (6) is at most $4.17/600=0.007$ in size.

The energy balance involves a different average of $z^2$. With $E=\tfrac12Cx^2+\tfrac12Ly^2$,

$$E'=Cxx'+Lyy'=xy-xy-\beta(z^2-1)y^2=-\beta(z^2-1)y^2 .$$

On a bounded orbit the mean of $E'$ tends to zero, so $\langle z^2y^2\rangle/\langle y^2\rangle\to1$ if the current does not die out. The computed ratio is $0.998$. Energy balance thus fixes the mean of $z^2$ weighted with the squared current; the plain mean in (7) is free to differ, and here it is $0.91$.

## What the sum does not see

Equation (5) contains the diagonal of $J$ alone. A wrong off-diagonal entry can change the separate exponents but leaves the trace as it was, so the sum check passes.

The second common check rests on the flow vector. Differentiating $f(s(t))$ along the orbit gives

$$\frac{d}{dt}f(s(t))=J\,s'=J\,f(s(t)),\qquad\text{hence}\qquad Y(t)f(s(0))=f(s(t)). \tag{8}$$

If a bounded orbit stays a finite distance from every equilibrium, $|f|$ lies between two positive constants and the exponent in this direction is zero. By (1) an equilibrium needs $y=0$, then $x=0$, then $z=0$; the origin is the single one.

Now omit $-2\beta zy/L$. The first two tangent equations become

$$\delta x'=\frac{\delta y}{C},\qquad \delta y'=-\frac{\delta x+\beta(z^2-1)\,\delta y}{L}.$$

They no longer contain $\delta z$, and they have the same form as the first two lines of (1). The orbit itself, $(\delta x,\delta y)=(x,y)$, is therefore a solution. If it is bounded and stays away from the line $x=y=0$, it has exponent zero. The faulty system thus supplies a zero exponent of its own, unrelated to the flow vector.

The remaining two follow from the triangular structure. A displacement along $z$ alone obeys $\delta z'=(y-\alpha)\delta z$ and has exponent $\langle y\rangle-\alpha=-\alpha$. The two exponents of the $(\delta x,\delta y)$ block add up to its mean trace, $(\beta/L)(1-\langle z^2\rangle)$. The false spectrum is

$$\Big\{\,0,\ \frac{\beta}{L}\big(1-\langle z^2\rangle\big),\ -\alpha\Big\}. \tag{9}$$

For the 24 orbits run with the faulty matrix, (9) predicts $0.0443$, $0$ and $-0.6$. The computed values were $0.0415$, $0.0033$ and $-0.6007$. These averages are listed in descending order, not in the order of the tangent vectors. The starting frame was not typical here: with $y=0$ at the start, the first tangent vector $(1,0,0)$ has $(\delta x,\delta y)$ parallel to $(x,y)$. In exact arithmetic it would keep the exponent zero, and the second vector would carry the positive one. Rounding errors slowly turn the first vector towards the growing direction, which can mix the two values. The differences of about $0.003$ were not analysed further. Had $\langle z^2\rangle$ been above one, (9) would contain no positive exponent and the fault would have hidden the chaos entirely.

Two checks do respond to the omitted entry. The first is (8) itself. The flow vector was carried for 10 time units along 32 orbits and compared with $f$ at the end point. The largest difference in any component was $3\times10^{-7}$ with the full matrix and $7.2$ with the faulty one. The second check uses no Jacobian. Points displaced by $\pm10^{-5}$ along the three frame vectors are advanced with the nonlinear equations, and their central differences replace the tangent vectors in (3). Over 100 time units on 16 orbits, all three exponents agreed with those from (2) to $2\times10^{-10}$.

## Error analysis

**Step error in the volume.** Consider one Runge-Kutta step from a point of the numerical orbit. Let $\Phi$ be the true tangent map from that point and $\Phi+\mathcal E$ the computed one, with $\mathcal E=O(h^5)$. Then

$$\ln|\det(\Phi+\mathcal E)|-\ln|\det\Phi|=\ln|\det(I+\Phi^{-1}\mathcal E)|=\operatorname{tr}(\Phi^{-1}\mathcal E)+O(h^{10}).$$

Each step contributes $O(h^5)$. There are $T/h$ steps, and division by $T$ leaves an error $O(h^4)$ in the sum of exponents. The divergence is integrated by Simpson's rule on the same grid points, whose error is also $O(h^4)$. No long-time accuracy of the orbit enters, because each step is compared with the true flow from its own starting point. The gap in (5) therefore stays small although nearby orbits separate exponentially.

For 32 orbits of length 64 the root-mean-square gap was $6.1\times10^{-9}$ at $h=1/32$ and $3.4\times10^{-10}$ at $h=1/64$. The ratio is $18$, near the factor $2^4=16$ of the leading order. In the main run the largest gap on any of the 64 orbits was $4\times10^{-9}$.

**Loss of the frame.** Without intermediate QR steps all columns of $Y$ turn towards the most expanding direction. The smallest direction shrinks relative to the largest as $e^{-(\lambda_1-\lambda_3)t}$. In double precision, with relative rounding $\varepsilon\approx2.2\times10^{-16}$ and $\ln(1/\varepsilon)\approx36$, it is lost after about $36/0.614\approx59$ time units. From then on $R_{33}$ is rounding noise of size $\varepsilon e^{\lambda_1T}$, while $R_{11}R_{22}$ still grows as $e^{(\lambda_1+\lambda_2)T}$. The apparent sum should then be roughly

$$2\lambda_1+\lambda_2-\frac{36}{T}=0.0592-0.0900=-0.031\qquad(T=400).$$

A run of eight orbits with one factorization at the end, at $h=1/16$, gave a median of $-0.0305$, against a mean divergence of $-0.5547$. The sum check is good at detecting this failure.

**Finite time.** At the origin the exponents are known. Matrix (2) there has the eigenvalue $-\alpha=-0.6$ and two more from

$$\mu^2-\frac{\beta}{L}\mu+\frac1{LC}=\mu^2-0.5\,\mu+\frac13=0,$$

a complex pair with real part $0.25$. The algorithm, run for 200 time units at $h=1/16$, returned $0.2487$, $0.2523$ and $-0.6010$. A tangent vector in the oscillating plane has length $e^{0.25t}$ times a bounded periodic factor, whose logarithm divided by $T$ is an error of order $1/T$. The first two values are also not in descending order: for equal exponents, QR has nothing to sort by.

**Sampling.** On the chaotic orbits the sampling error is far larger than the volume gap. With standard errors over the 64 orbits, treated as independent,

$$\lambda_1=0.0292\pm0.0008,\quad \lambda_2=0.0009\pm0.0004,\quad \lambda_3=-0.5848\pm0.0010 .$$

The scatter of $\lambda_1$ between single orbits is $\sqrt{64}\times0.0008\approx0.0065$, so one orbit of this length fixes it to about 22 %. The middle exponent, which should vanish, lies two standard errors from zero. This run alone does not show whether that is chance or a remaining finite-time error. A cautious statement is $\lambda_1\approx0.03$ with an uncertainty of about $0.002$.

The volume gap of $4\times10^{-9}$ says nothing about this uncertainty, which is more than five orders of magnitude larger. Nor was $\lambda_1$ itself recomputed with a smaller step; the fourth-order behaviour was shown for the sum.

The Kaplan-Yorke formula, a conjectural estimate of the attractor's information dimension, gives $2+(\lambda_1+\lambda_2)/|\lambda_3|=2+0.0300/0.5848=2.05$. The attractor is nearly a surface, since contraction is about twenty times faster than expansion.

## A breadboard circuit

The device can be emulated with operational amplifiers and analogue multipliers. Take $R_0=1$ kΩ, $C_F=100$ nF, $V_0=1$ V and $I_0=1$ mA. Then $t_0=0.1$ ms and $L_H=3\times(10^3\,\Omega)^2\times10^{-7}\,\mathrm F=300$ mH. The largest exponent becomes $0.0292/(10^{-4}\,\mathrm s)\approx290\ \mathrm{s^{-1}}$, an e-folding time of $3.4$ ms. A disturbance as small as the equilibrium thermal noise of a capacitor, $\sqrt{k_BT_K/C_F}=0.20$ µV at $T_K=300$ K, needs $\ln(1\,\mathrm V/0.20\,\mu\mathrm V)\approx15.4$ e-foldings to reach 1 V, or about $53$ ms at the mean rate. This is a rough estimate: stretching is uneven along the orbit, so the time for a particular disturbance can differ from it by tens of per cent. Amplifier noise and offsets are left out, and larger disturbances would shorten this time.

These values are round choices for an audio-frequency circuit, and real parts depart from the model in several ways. An inductor of this size may have a winding resistance of roughly 100 Ω. Adding it, with all else fixed, changed $\lambda_1$ to $0.035\pm0.001$, an increase of roughly 10 to 30 % given the sampling errors. It adds $0.1$ to the scaled resistance $\beta z^2-\beta$, so raising the constant negative part from 1500 Ω to 1600 Ω cancels it, provided that the winding resistance is constant. A multiplier bandwidth of roughly 1 MHz delays the device voltage slightly. One such lag causes an estimated rms voltage error of $0.4$ % of the rms device voltage, and forming $z^2y$ with two multipliers in cascade roughly doubles it; the effect on the exponents was not computed. The peak device voltage is $9.4$ V, close to a rough signal limit of 10 V, so a smaller $V_0$ at fixed $R_0$ would be prudent. That does not reduce the signals that depend on $z$ alone: if $z$ is represented at 1 V per unit, $\beta(z^2-1)$ reaches $1.5\,(2.916^2-1)\approx11.3$ V, so these signals need a smaller scale of their own.

Of the departures whose effect on the exponents was computed, a changed capacitance matters most. Changing the capacitor alone by $-5$ % or $+5$ % reduced the largest exponent, averaged over 600 time units, to $0.0032$ or $0.0027$, about a tenth of the nominal value. The second exponents of these runs, $-0.0022$ and $-0.0037$, are of similar size. Since one exponent must vanish, these runs alone do not show which of the two it is. The orbits settle slowly here: when 1000 time units were discarded instead of 200, the largest exponent was zero within its sampling error of about $0.0003$ at both capacitances, and the second stayed negative. That is the signature of attracting periodic motion, not of chaos, for the orbits followed. The positive exponent belongs to the stated parameters, and a circuit built from 5 % parts should have its spectrum computed from measured values. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
SCALED CIRCUIT (exponents per scaled time unit)
C = 1, L = 3.0, beta = 1.5, alpha = 0.6
step = 0.03125, discarded time = 200.0, averaging time = 600.0
orbits = 64, time between QR steps = 1
lambda1 = 0.02918 +- 0.00081 (std. error)
lambda2 = 0.00086 +- 0.00042 (std. error)
lambda3 = -0.58482 +- 0.00104 (std. error)
sum of exponents = -0.554775
mean divergence = -0.554775
largest gap on one nominal orbit = 4.05e-09
mean z^2 = 0.90865
reduced formula, no end term = -0.554324
mean end term = -4.50e-04
upper bound beta/L - alpha = -0.100
current-weighted mean z^2 = 0.99757
Kaplan-Yorke dimension = 2.0514
range of x: -3.084 to 1.083
range of y: -1.260 to 1.763
range of z: -2.916 to 0.655
CHECKS OF THE ALGORITHM
false spectrum, entry omitted: [ 0.0415  0.0033 -0.6007]
predicted false spectrum: [ 0.0443  0.     -0.6   ]
its largest sum-divergence gap = 4.62e-08
flow-vector mismatch, true Jacobian = 3.00e-07
flow-vector mismatch, entry omitted = 7.21e+00
largest change without Jacobian = 1.95e-10
rms gap, step 1/32 = 6.13e-09; 1/64 = 3.36e-10
ratio of rms gaps = 18.20
no intermediate QR, time 400: sum = -0.0305
mean divergence of those orbits = -0.5547
origin, QR exponents: [ 0.2487  0.2523 -0.601 ]
origin, real parts of eigenvalues: [ 0.25  0.25 -0.6 ]
BREADBOARD EXAMPLE
R0 = 1.0 kOhm, capacitor = 100 nF
inductor = 300 mH, time unit = 0.10 ms
voltage unit = 1.0 V, current unit = 1.0 mA
lambda1 = 291.8 1/s
e-folding time 1/lambda1 = 3.43 ms
NEGLECTED EFFECTS (rough component values)
winding 100 Ohm: lambda1 = 0.0352 +- 0.0014, lambda2 = 0.0006, lambda3 = -0.5926
capacitor -5 %: lambda1 = 0.0032 +- 0.0008, lambda2 = -0.0022, lambda3 = -0.5878
capacitor +5 %: lambda1 = 0.0027 +- 0.0010, lambda2 = -0.0037, lambda3 = -0.5848
multiplier bandwidth = 1.0 MHz
rms relative memristor-voltage lag error = 0.38 %
peak memristor voltage = 9.39 V
peak state signal at 1 V per unit = 2.92 V
assumed signal range = 10 V
thermal noise sqrt(kT/C) at 300 K = 0.204 uV
estimated growth time, noise to 1 V = 52.8 ms
```
